\section*{Why contracted kinetic balance spoils the small component of heavy atoms}

\section*{Question}

A basis for a four-component calculation may contain a contracted core function: a fixed combination of Gaussians that represents the large component of an atomic $1s$ orbital. Kinetic balance then supplies its small-component partner by applying $\boldsymbol\sigma\cdot\mathbf p$ to the contraction. Why does this partner misrepresent the small component when the nucleus is heavy, although kinetic balance works well for the separate Gaussians? And how large is the resulting error in the Gaunt energy of $1s^2$, measured against atomic balance, in which the small component has its own atomic contraction coefficients?

\section*{The factor that kinetic balance leaves out}

Hartree atomic units are used, with $c=1/\alpha$ and the rest energy removed. The $1s$ spinor is
\begin{equation}
\psi_m=\frac1r\begin{pmatrix}P(r)\,\chi_m\\ -iQ(r)\,\sigma_r\chi_m\end{pmatrix}\frac{1}{\sqrt{4\pi}},\qquad \int_0^\infty(P^2+Q^2)\,dr=1,
\label{spinor}
\end{equation}
where $\chi_m$ is a two-component spin function, $\sigma_r=\boldsymbol\sigma\cdot\mathbf n$ and $\mathbf n=\mathbf r/r$. In a central potential $V$ the radial Dirac equations are
\begin{align}
VP-c\left(Q'+\frac Qr\right)&=\varepsilon P,\label{upper}\\
c\left(P'-\frac Pr\right)+(V-2c^2)Q&=\varepsilon Q.\label{lower}
\end{align}

For two electrons in $1s^2$, $V$ is the nuclear attraction plus the Coulomb potential of the other electron. No exchange potential remains: the overlap density $\psi_\uparrow^\dagger\psi_\downarrow$ is proportional to $(P^2+Q^2)\chi_\uparrow^\dagger\chi_\downarrow=0$, because $\sigma_r^2=1$.

Kinetic balance defines the small function
\begin{equation}
f=\frac1{2c}\left(P'-\frac Pr\right).
\end{equation}
Equation \eqref{lower} reads $2c^2f=(2c^2+\varepsilon-V)Q$, so the true small component is
\begin{equation}
Q(r)=D(r)f(r),\qquad D(r)=\frac{2c^2}{2c^2+\varepsilon-V(r)}.
\label{local}
\end{equation}
The damping factor $D$ is close to one where $|\varepsilon-V|\ll2c^2$. Close enough to the nucleus $-V$ exceeds $2c^2$, and $D$ becomes small. For a point charge this happens at $Zr<(Z\alpha)^2/2$. Such a region exists for light nuclei too, but only for heavy ones does it carry weight: with the nuclear model used below it holds about $10^{-5}$ of $\int f^2dr$ for $Z=20$ and $7\%$ for $Z=80$. Physically, the local kinetic energy $\varepsilon-V$ is then no longer small beside $2c^2$, and the nonrelativistic relation between the components overestimates the lower one.

\section*{Why the order of contraction and balancing matters}

Let $P=\sum_i a_ig_i$, and let $f_i$ be the balanced partner of the primitive $g_i$. An uncontracted calculation uses
\begin{equation}
Q=\sum_i b_if_i
\end{equation}
with free coefficients $b_i$. They can differ from $a_i$ in whatever way is needed to build $D(r)$: the steep functions, which live close to the nucleus, can be damped more than the diffuse ones. If $P$ is contracted first, the single small function is $\sum_ia_if_i=f$, and one amplitude $b$ is all that remains. Kinetic balance as such is therefore not at fault; the loss comes from fixing the ratios $b_i/a_i$ before the potential has acted on them.

The amplitude follows from the $2\times2$ secular problem for the trial pair $(aP,\,bf)$. Projecting \eqref{lower} on $f$, and using $c(P'-P/r)=2c^2f$, gives
\begin{equation}
2c^2a\int f^2dr+b\int f^2(V-2c^2)\,dr=\varepsilon' b\int f^2dr .
\end{equation}
Division by $\int f^2dr$ yields
\begin{equation}
\frac ba=\frac{2c^2}{2c^2+\varepsilon'-\langle V\rangle_f},\qquad
\langle V\rangle_f=\frac{\int f^2V\,dr}{\int f^2dr}.
\label{amp}
\end{equation}
Compared with \eqref{local}, the local potential has been replaced by its mean over $f^2$. Apart from the common rescaling $a$ of the large component,
\begin{equation}
\frac{Q_{\rm KB}}{Q}=a\,\frac{2c^2+\varepsilon-V(r)}{2c^2+\varepsilon'-\langle V\rangle_f}.
\label{ratio}
\end{equation}
Here $P$ and $f$ belong to the normalized reference orbital. In a self-consistent calculation $V(r)$ in the numerator is the reference potential, while $\langle V\rangle_f$ is taken with the potential of the contracted calculation. The ratio grows towards the nucleus and becomes large where $V(r)$ is much deeper than the mean; farther out it can fall below one.

\section*{Why the mean is so deep: the point-nucleus limit}

A bare point nucleus, $V=-Z/r$, shows the mechanism in closed form. Try
\begin{equation}
P=Nr^\gamma e^{-Zr},\quad Q=qP,\quad \gamma=\sqrt{1-(Z\alpha)^2},\quad \varepsilon=c^2(\gamma-1).
\end{equation}
Since $P'/P=\gamma/r-Z$, equation \eqref{lower} requires
\begin{equation}
c\left(\frac{\gamma-1}r-Z\right)=\left[c^2(1+\gamma)+\frac Zr\right]q .
\end{equation}
The $1/r$ terms give $q=-(1-\gamma)/(Z\alpha)$. The constant terms agree with this because $(1-\gamma)(1+\gamma)=(Z\alpha)^2$; the same value satisfies \eqref{upper}. Thus $Q$ has the same radial shape as $P$. The balanced function instead is
\begin{equation}
f=-\frac1{2c}\left(Z+\frac{1-\gamma}r\right)P .
\end{equation}
Multiplication by $D(r)$ removes the extra $1/r$ term and rescales the rest by the constant $2/(1+\gamma)$, which gives the true $Q$. In the contracted calculation nothing removes that term.

Near the origin $f^2\sim r^{2\gamma-2}$. The norm converges there if $\gamma>1/2$, but the attraction integral behaves as
\begin{equation}
\int_0 \frac{f^2}{r}\,dr\sim\int_0 r^{2\gamma-3}dr,
\end{equation}
which diverges since $\gamma<1$. A finite nucleus cuts the integral off. If its radius is reduced towards zero, $\langle V\rangle_f\to-\infty$. The upper root $\varepsilon'$ stays finite: it cannot lie below the large-component diagonal element $\langle V\rangle_P$, nor, as shown next, above $\varepsilon$. Equation \eqref{amp} then gives $b/a\to0$. A spike that contains little of the orbital thus suppresses the amplitude of the whole small function, and for a nucleus as heavy as that of Hg the result depends on nuclear size far more than the true orbital does.

\section*{The energy falls too low}

Let $(P,Q)$ solve the Dirac equation in a fixed potential, and replace $Q$ by $Q+q(r)$. Because $(H-\varepsilon)$ annihilates the true solution, the cross terms vanish, leaving
\begin{equation}
\langle H-\varepsilon\rangle=-\int_0^\infty(2c^2+\varepsilon-V)\,q^2dr\le0 .
\label{low}
\end{equation}
The sign holds for a bound $1s$ state with $V<0$ and $2c^2+\varepsilon>0$. No trial pair with this $P$ can therefore have an energy above $\varepsilon$, and a poor small component lowers the orbital energy. This is not a variational gain: the true state is a maximum with respect to $Q$.

For a light hydrogenic ion the size follows from $q\simeq f(\langle V\rangle_f-V)/2c^2$, with $f\simeq-(Z\alpha/2)P$. This drops the term $(1-\gamma)/r$ in $f$ and so presumes a finite nucleus of fixed radius $R_n$. With $1-\gamma\simeq(Z\alpha)^2/2$ and $P^2\simeq4Z^3r^2$, the divergent part of $\langle V\rangle_f$ has relative weight about $(Z\alpha)^4\ln(1/ZR_n)$, which is negligible for small $Z\alpha$ but unbounded as $R_n\to0$. The same condition applies to the light-atom Gaunt law below. The energy estimate is more sensitive: this part of $\int f^2V\,dr$ is $(Z\alpha/2)^2Z^2(Z\alpha)^4\ln(1/ZR_n)$, which corrects the result \eqref{edefect} by a relative amount of about $2(Z\alpha)^2\ln(1/ZR_n)$. Using $\langle r^{-1}\rangle=Z$ and $\langle r^{-2}\rangle=2Z^2$,
\begin{equation}
\varepsilon'-\varepsilon\simeq-\frac1{2c^2}\frac{(Z\alpha)^2}4\,(2Z^4-Z^4)=-\frac{Z^6\alpha^4}8 .
\label{edefect}
\end{equation}

\section*{The Gaunt energy of the closed shell}

The Gaunt interaction is $-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2/r_{12}$. Its expectation value is taken with the Dirac--Coulomb determinant. Retardation, correlation, QED and nuclear recoil are left out.

With \eqref{spinor}, the transition current $\mathbf j_{ab}=\psi_a^\dagger\boldsymbol\alpha\psi_b$ is
\begin{align}
\mathbf j_{ab}&=\frac{iPQ}{4\pi r^2}\,\chi_a^\dagger(\sigma_r\boldsymbol\sigma-\boldsymbol\sigma\sigma_r)\chi_b\nonumber\\
&=\frac{PQ}{2\pi r^2}\,\mathbf n\times\mathbf s_{ab},\qquad \mathbf s_{ab}=\chi_a^\dagger\boldsymbol\sigma\chi_b,
\end{align}
because $[\sigma_r,\boldsymbol\sigma]=2i\,\boldsymbol\sigma\times\mathbf n$. Each current is linear in $\mathbf n$, so only the dipole part of $1/r_{12}$, namely $(r_</r_>^2)\,\mathbf n_1\cdot\mathbf n_2$, contributes. The angular integrals use
\begin{align}
(\mathbf n_1\times\mathbf s)\cdot(\mathbf n_2\times\mathbf s')&=(\mathbf n_1\cdot\mathbf n_2)(\mathbf s\cdot\mathbf s')-(\mathbf n_1\cdot\mathbf s')(\mathbf n_2\cdot\mathbf s),\\
\iint n_{1i}n_{2j}(\mathbf n_1\cdot\mathbf n_2)\,d\Omega_1d\Omega_2&=\left(\frac{4\pi}3\right)^2\delta_{ij}.
\end{align}
The first product gives $3\,\mathbf s\cdot\mathbf s'$ and the second subtracts $\mathbf s\cdot\mathbf s'$. Hence
\begin{equation}
\iint\frac{\mathbf j\cdot\mathbf j'}{r_{12}}\,d^3r_1d^3r_2=\frac1{4\pi^2}\frac{16\pi^2}9\,2\,\mathbf s\cdot\mathbf s'\,R=\frac89\,\mathbf s\cdot\mathbf s'\,R,
\end{equation}
with
\begin{equation}
R=\iint P(r_1)Q(r_1)P(r_2)Q(r_2)\frac{r_<}{r_>^2}\,dr_1dr_2 .
\end{equation}
The direct term has $\mathbf s_{\uparrow\uparrow}\cdot\mathbf s_{\downarrow\downarrow}=-1$; the exchange term has $\mathbf s_{\uparrow\downarrow}\cdot\mathbf s_{\downarrow\uparrow}=2$ and enters with a minus sign. Therefore
\begin{equation}
E_G=-\frac89(-1-2)R=\frac83R .
\label{gaunt}
\end{equation}
A test with explicit four-component spinors on two spherical shells confirms the factor $8/3$.

The energy \eqref{gaunt} is quadratic in $Q$ and is not stationary with respect to it. An error in $Q$ thus enters at first order, whereas in \eqref{low} it enters at second order, though with the large weight $2c^2$.

\section*{The light-atom limit}

For small $Z\alpha$ and bare-nucleus orbitals, $PQ\simeq-(Z\alpha/2)P^2$ and $P^2=4Z^3r^2e^{-2Zr}$. With $s=Zr_<$ and $t=Zr_>$, define
\begin{equation}
N=2\int_0^\infty ds\,s^3e^{-2s}\int_s^\infty dt\,e^{-2t}=\int_0^\infty s^3e^{-4s}ds=\frac3{128}.
\end{equation}
Then $R=(Z\alpha/2)^2\,16ZN$, and $E_G=Z^3\alpha^2/4$.

The leading error of contracted kinetic balance follows from \eqref{ratio}:
\begin{equation}
\frac{Q_{\rm KB}}Q\simeq1+\frac{\langle V\rangle_f-V(r)}{2c^2}.
\end{equation}
The shift $\varepsilon'-\varepsilon$ enters at higher order. The norm of $Q$ is unchanged at this order, since the mean of $V-\langle V\rangle_f$ over $f^2$ vanishes; hence $a\simeq1$. Both factors $PQ$ in $R$ contribute, so
\begin{equation}
\frac{\delta E_G}{E_G}\simeq\alpha^2\left(\langle V\rangle_f-\langle V\rangle_G\right),
\end{equation}
where $\langle V\rangle_G$ is the mean over the Gaunt integrand. Here $\langle V\rangle_f=-Z^2$ and $\langle V\rangle_G=-Z^2M/N$, with the symmetrized integral
\begin{align}
M&=\int_0^\infty ds\int_s^\infty dt\,s^3e^{-2s-2t}\left(\frac1s+\frac1t\right)\nonumber\\
&=\frac1{64}+\frac38\left(\ln2-\frac23\right).
\end{align}
The first term is $\tfrac12\int s^2e^{-4s}ds$. For the second, the $s$ integral is done first:
\begin{equation}
\int_0^ts^3e^{-2s}ds=\frac38\left[1-e^{-2t}\left(1+2t+2t^2+\frac43t^3\right)\right].
\end{equation}
After multiplication by $e^{-2t}/t$, the leading difference integrates to $\int_0^\infty(e^{-2t}-e^{-4t})\,dt/t=\ln2$, and the remaining powers subtract $\frac12+\frac18+\frac1{24}=\frac23$. Thus $M/N=16\ln2-10$ and
\begin{equation}
\frac{\delta E_G}{E_G}\simeq(16\ln2-11)(Z\alpha)^2\approx0.0904\,(Z\alpha)^2 .
\label{law}
\end{equation}
The error is positive: the Gaunt integrand lies slightly closer to the nucleus than $f^2$, where the contracted function is too large. Numerical orbitals at $Z=5$ and $10$, extrapolated to $Z=0$, also give $0.0904$.

\section*{The numbers for heavy ions}

The two-electron ions of Ca, Zr, Nd and Hg were solved self-consistently in a Gaussian basis. All have a Gaussian nuclear charge with the round model radius of $5$~fm (root mean square). The contraction is the minimal one: one large and one small function. Atomic balance (AB) uses the reference $P$ and $Q$ as this pair. It therefore contains the uncontracted solution by construction and reproduces its energy. Kinetic balance (KB) uses $P$ and $f$.

\begin{center}
\begin{tabular}{lcccc}
Ion & $Z$ & $E_G^{\rm AB}$ (hartree) & $E_G^{\rm KB}$ (hartree) & error relative to AB\\
Ca & 20 & 0.1022 & 0.1023 & $+0.14\%$\\
Zr & 40 & 0.8539 & 0.8525 & $-0.16\%$\\
Nd & 60 & 3.010 & 2.872 & $-4.6\%$\\
Hg & 80 & 7.580 & 5.895 & $-22.2\%$
\end{tabular}
\end{center}

For Hg the Gaunt energy falls from $206.3$ to $160.4$~eV, a loss of $45.8$~eV. The sign changes between $Z=20$ and $Z=40$, so the small error near $Z=40$ is a crossing and no sign of a good small component. Extending \eqref{law} to $Z=80$ would give about $+3\%$, with the wrong sign: the expansion drops the extra $1/r$ term of $f$, which deepens the mean potential. For the $5$~fm radius the crossing lies near $Z=37$.

That potential can be read off directly. For Hg, $\langle V\rangle_f=-16336$ hartree, while the mean over the true $Q^2$ is $-7769$ hartree. By \eqref{local}, $f=A+B$ with $A=(1+\varepsilon/2c^2)Q$ and $B=-VQ/2c^2$. Only the $B^2$ term diverges for a point nucleus; leaving it out of both integrals gives a mean of about $-11050$ hartree. The convergent cross term $2AB$ thus supplies nearly $40\%$ of the deepening for Hg, and about three quarters of it for Zr. With $2c^2=37558$ and $\varepsilon'=-3998$ hartree, equation \eqref{amp} gives
\begin{equation}
\frac ba=\frac{37558}{37558-3998+16336}=0.753 .
\end{equation}
The true damping is $0.057$ at $r=0.01/Z$, $0.383$ at $0.1/Z$ and $0.929$ at $1/Z$. A constant $0.753$ cannot match these values. The resulting $Q_{\rm KB}/Q$ is $13.4$, $1.99$ and $0.82$: far too large by the nucleus, too small at the orbital's own length scale.

The loss of Gaunt energy can be split exactly, because the KB orbital has the reference shape of $P$ and the shape of $f$. The norm $\int Q^2dr$ falls from $0.09316$ to $0.07032$, and $\int P^2dr$ rises correspondingly. Giving $f$ the true norm of $Q$, with the reference $P$, leaves a Gaunt error of only $+0.50\%$. Hence
\begin{equation}
\frac{E_G^{\rm KB}}{E_G^{\rm AB}}=\frac{0.07032}{0.09316}\cdot\frac{1-0.07032}{1-0.09316}\cdot1.0050=0.778 .
\end{equation}
The two norm factors alone give $0.774$, so the wrong amplitude accounts for slightly more than the whole loss, and the shape factor returns a small part of it. This does not make the shape harmless. The wrong shape sets the deep $\langle V\rangle_f$, and hence the amplitude. Moreover, the small residual of $0.50\%$ is a compensation: after rescaling by $(0.09316/0.07032)^{1/2}=1.151$, the function is still about $6\%$ too small at $1/Z$ and more than twice too large at $0.1/Z$. An operator that weights the region near the nucleus differently need not show the same compensation.

Nuclear size provides a further check of the mechanism. Halving the radius for Hg changes the uncontracted Gaunt energy by $+0.11\%$ and the contracted KB value by $-8.5\%$. The sign of the KB change agrees with \eqref{amp}, in which a deeper $\langle V\rangle_f$ lowers $b/a$.

The total energy of the Hg ion is $1051$ hartree too low, or $15\%$ of its magnitude. For Ca the defect is $0.052$ hartree; twice the bare-nucleus estimate \eqref{edefect} gives $0.045$ hartree, and the logarithmic correction to that estimate already amounts to about $20\%$ at $Z=20$. For Zr, where the Gaunt error is near its crossing, the total energy is still $5.3$ hartree too low, so comparison with the uncontracted energy shows the fault even where the Gaunt energy happens to look accurate.

\section*{What the result does and does not cover}

The percentages belong to a minimal contraction and to the common model radius of $5$~fm. With the measured radius of Hg, about $5.46$~fm, the Gaunt error is $-21.4\%$ for a Gaussian charge and $-21.2\%$ for a uniform sphere, and the total energy is about $1010$ and $998$ hartree too low; for Zr at $4.27$~fm the error is $-0.18\%$. Additional small functions, in particular steep ones with free coefficients, give the calculation a means of rebuilding $D(r)$, and the error then depends on the basis. With all primitives free, the same kinetic balance satisfies \eqref{local} for Hg with a relative root-mean-square misfit of about $4\times10^{-6}$.

Atomic balance removes the error by storing the damped function itself. Its agreement with the uncontracted result is guaranteed here because the contraction is used in the ion from which it was taken. In another environment both contracted components are frozen, and the cost of that freezing has to be assessed separately. The rule that follows from \eqref{local} is to let the potential determine the small-component coefficients first, and to contract afterwards. The numerical output gives the remaining values and the basis check.

\section*{Numbers as computed}
\begin{verbatim}
speed of light c = 137.035999 a.u.; 2c^2 = 37557.73 hartree
nuclear rms radius = 5.0 fm = 9.4486e-05 bohr
angular factor from explicit spinors = 2.666666667
Z=20 point-nucleus 1s: basis -201.07652, closed form -201.07652 hartree
Z=5 bare orbital: Gaunt/(Z^3 alpha^2/4) = 1.00039
relative error/(Z alpha)^2: Z=5 0.08918, Z=10 0.08554
  extrapolated to Z=0 0.09039; 16 ln2 - 11 = 0.09035
1s^2 ions, energies in hartree (KB, AB: contracted kinetic, atomic)
Ca Z=20: total uncontracted -389.6646, KB minus uncontracted -0.0524
  Gaunt: uncontracted 0.102174, AB 0.102174, KB 0.102313
  KB Gaunt error 0.136 %; misfit of local relation for Q 5.6e-06
Zr Z=40: total uncontracted -1609.8550, KB minus uncontracted -5.2952
  Gaunt: uncontracted 0.853852, AB 0.853852, KB 0.852473
  KB Gaunt error -0.162 %; misfit of local relation for Q 1.1e-06
Nd Z=60: total uncontracted -3750.5106, KB minus uncontracted -106.2149
  Gaunt: uncontracted 3.009784, AB 3.009784, KB 2.872198
  KB Gaunt error -4.571 %; misfit of local relation for Q 2.4e-06
Hg Z=80: total uncontracted -7003.0310, KB minus uncontracted -1051.1509
  Gaunt: uncontracted 7.580235, AB 7.580235, KB 5.895302
  KB Gaunt error -22.228 %; misfit of local relation for Q 4.4e-06
Z=80 in detail
  orbital energy: uncontracted -3472.645, KB -3997.763 hartree
  mean V over f^2 -16335.9, over true Q^2 -7769.0 hartree
  KB amplitude of f: solved 0.752722, formula 0.752722
  small-component norm int Q^2: uncontracted 0.09316, KB 0.07032
  r = 0.01/Z = 1.250e-04 bohr: Q_KB/Q = 13.390, true damping 0.0569
  r = 0.10/Z = 1.250e-03 bohr: Q_KB/Q = 1.988, true damping 0.3833
  r = 1.00/Z = 1.250e-02 bohr: Q_KB/Q = 0.820, true damping 0.9291
  Gaunt error with KB shape but true norm of Q: 0.501 %
  Gaunt: AB 206.269 eV, KB 160.419 eV, KB-AB -45.849 eV
  halving the nuclear radius changes Gaunt: uncontracted 0.110 %, KB -8.516 %
  denser basis, relative Gaunt change: uncontracted 1.5e-09, KB 7.3e-09
\end{verbatim}
